# Soliton polarity in electronegative plasmas with equal-mass ions: test program

```python
"""
Result under test: for cold positive and negative ions of equal mass and
Boltzmann electrons, weak ion-acoustic pulses obey
    phi_t + A phi phi_x + B phi_xxx = 0   (frame moving at speed V),
    V^2 = (1+r)/(1-r),  A = (3-V^4)/(2 V^3),  B = V/(2(1-r)),
and A changes sign at r = 2 - sqrt(3).
r: negative-to-positive ion density ratio; phi: potential in Te/e;
density in n+0; speed in sqrt(Te/m); length in sqrt(eps0 Te/(n+0 e^2)).
M: pulse speed; delta = M - V; S: pseudopotential, phi'^2/2 + S = 0.
sigma = Ti/Te extends the coefficients to warm adiabatic ions, with
Q = (1+r)/(1-r) and V^2 = Q + 3 sigma; sigma = 0 is the cold case.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, newton
from scipy.special import wofz


def kdv_coefficients(r, sigma=0.0):
    Q = (1 + r) / (1 - r)
    V = np.sqrt(Q + 3 * sigma)
    A = Q / V * (1.5 * (V**2 + sigma) / Q**3 - 0.5)
    return V, A, Q / (2 * V * (1 - r))


# ---------- symbolic perturbation theory from the fluid equations ----------
def check_symbolic_reduction():
    xi, tau, eps = sp.symbols("xi tau epsilon")
    V, Q = sp.symbols("V Q", positive=True)
    r = (Q - 1) / (Q + 1)
    sigma = (V**2 - Q) / 3
    psi = sp.Function("psi")(xi, tau)
    chi = sp.Function("chi")(xi, tau)
    n2 = sp.Function("n2")(xi)
    u2 = sp.Function("u2")(xi)
    dn2, du2 = sp.symbols("dn2 du2")

    def second_order_density_gradient(sign):
        n = 1 + eps * sign * psi / Q + eps**2 * n2
        u = eps * sign * V * psi / Q + eps**2 * u2
        pot = eps * psi + eps**2 * chi
        continuity = sp.expand((-V * sp.diff(n, xi) + eps * sp.diff(n, tau)
                                + sp.diff(n * u, xi)).doit())
        momentum = sp.expand((-V * sp.diff(u, xi) + eps * sp.diff(u, tau)
                              + u * sp.diff(u, xi)
                              + sign * sp.diff(pot, xi)
                              + 3 * sigma * n * sp.diff(n, xi)).doit())
        assert sp.simplify(continuity.coeff(eps, 1)) == 0
        assert sp.simplify(momentum.coeff(eps, 1)) == 0
        swap = {sp.diff(n2, xi): dn2, sp.diff(u2, xi): du2}
        pair = [continuity.coeff(eps, 2).subs(swap),
                momentum.coeff(eps, 2).subs(swap)]
        return sp.solve(pair, [dn2, du2], dict=True)[0][dn2]

    poisson = (sp.diff(psi, xi, 3)
               - (1 - r) * (sp.diff(chi, xi) + psi * sp.diff(psi, xi))
               - r * second_order_density_gradient(-1)
               + second_order_density_gradient(1))
    half = sp.Rational(1, 2)
    A = Q / V * (3 * half * (V**2 + sigma) / Q**3 - half)
    B = Q / (2 * V * (1 - r))
    kdv = (sp.diff(psi, tau) + A * psi * sp.diff(psi, xi)
           + B * sp.diff(psi, xi, 3))
    assert sp.simplify(sp.expand(B * poisson - kdv)) == 0
    cold_A = (3 - V**4) / (2 * V**3)
    cold_B = V / (2 * (1 - r.subs(Q, V**2)))
    assert sp.simplify(A.subs(Q, V**2) - cold_A) == 0
    assert sp.simplify(B.subs(Q, V**2) - cold_B) == 0


check_symbolic_reduction()


# ---------- linear waves of the full fluid system ----------
def acoustic_frequency(k, r, drag=0.0, friction=0.0):
    """drag: rate on neutrals; friction: rate on negative ions at n+ = 1."""
    g = k / (k**2 + 1 - r)
    matrix = np.array([
        [0, k, 0, 0],
        [g, -1j * (drag + r * friction), -g, 1j * r * friction],
        [0, 0, 0, r * k],
        [-g, 1j * friction, g, -1j * (drag + friction)]], dtype=complex)
    values = np.linalg.eigvals(matrix)
    return values[np.argmax(values.real)]


def streaming_growth(k, r, drift, sigma):
    """Growth rate when uniform ion species drift relative to each other."""
    g = k / (k**2 + 1 - r)
    shift = k * drift / 2
    matrix = np.array([
        [shift, k, 0, 0],
        [g + 3 * sigma * k, shift, -g, 0],
        [0, 0, -shift, r * k],
        [-g, 0, g + 3 * sigma * k / r, -shift]])
    return np.max(np.linalg.eigvals(matrix).imag)


for r in (0.1, 0.5):
    V, A, B = kdv_coefficients(r)
    k = 0.02
    measured_B = (V - acoustic_frequency(k, r).real / k) / k**2
    assert abs(measured_B / B - 1) < 2e-3
    omega = acoustic_frequency(0.1, r, 1e-4, 2e-4)
    energy_rate = 1e-4 + 4 * r * 2e-4 / (1 + r)
    assert abs(-2 * omega.imag / energy_rate - 1) < 0.01


# ---------- exact stationary pulses ----------
def pseudopotential(phi, r, M):
    y = 2 * phi / M**2
    plus = 2 * phi / (1 + np.sqrt(np.maximum(1 - y, 0)))
    minus = 2 * r * phi / (1 + np.sqrt(np.maximum(1 + y, 0)))
    return -(1 - r) * np.expm1(phi) + plus - minus


def exact_amplitude(r, M, sign):
    """First zero of S away from phi = 0; nan if no pulse of this sign."""
    grid = sign * M**2 / 2 * np.geomspace(1e-6, 1, 5000)
    values = pseudopotential(grid, r, M)
    assert values[0] < 0, "search must start inside the potential well"
    positive = np.flatnonzero(values > 0)
    if len(positive) == 0:
        return np.nan
    j = positive[0]
    return brentq(pseudopotential, grid[j - 1], grid[j], args=(r, M),
                  xtol=1e-15)


def exact_fwhm(r, M, peak):
    def integrand(s):
        value = -2 * pseudopotential(peak * (1 - s**2), r, M)
        return 2 * abs(peak) * s / np.sqrt(value)
    return 2 * quad(integrand, 0, np.sqrt(0.5), epsrel=1e-6)[0]


SECH2_FWHM = 2 * np.arccosh(np.sqrt(2))
for r in (0.1, 0.5):
    V, A, B = kdv_coefficients(r)
    errors = [exact_amplitude(r, V + d, np.sign(A)) / (3 * d / A) - 1
              for d in (0.002, 0.001)]
    assert abs(errors[1]) < 0.02 and 0.4 < errors[1] / errors[0] < 0.6
    d = 0.005
    peak = exact_amplitude(r, V + d, np.sign(A))
    width = SECH2_FWHM * 2 * np.sqrt(B / d)
    assert abs(exact_fwhm(r, V + d, peak) / width - 1) < 0.05

# weak pulses have the sign of A; none of the other sign is weak
for r in (0.05, 0.2, 0.3, 0.4, 0.7):
    V, A, B = kdv_coefficients(r)
    d = 1e-4
    weak = exact_amplitude(r, V + d, 1 if r < 2 - np.sqrt(3) else -1)
    other = exact_amplitude(r, V + d, -1 if r < 2 - np.sqrt(3) else 1)
    assert abs(weak / (3 * d / A) - 1) < 0.15
    assert not abs(other) < 10 * abs(weak)


# ---------- critical ratio from the full charge density ----------
def ion_density(phi, charge, kinetic, sigma):
    """Adiabatic ion flow; kinetic = (mass/m) M^2, sigma = Ti/Te."""
    E = kinetic / 2 + 1.5 * sigma - charge * phi
    return np.sqrt(kinetic / (E + np.sqrt(E**2 - 3 * sigma * kinetic)))


def critical_ratio(sigma=0.0, mass_ratio=1.0):
    h = 1e-3

    def charge(phi, r, M):
        return ((1 - r) * np.exp(phi)
                + r * ion_density(phi, -1, mass_ratio * M**2, sigma)
                - ion_density(phi, 1, M**2, sigma))

    def curvature(r):
        M = brentq(lambda m: charge(h, r, m) - charge(-h, r, m), 0.8, 6)
        return (charge(h, r, M) - 2 * charge(0, r, M)
                + charge(-h, r, M)) / h**2
    return brentq(curvature, 0.05, 0.6)


r_critical = 2 - np.sqrt(3)
r_numeric = critical_ratio()
assert abs(r_numeric - r_critical) < 1e-4

# at the critical ratio both signs exist and follow a square-root law
V_critical = kdv_coefficients(r_critical)[0]
delta_critical = 1e-4
critical_law = np.sqrt(6 * delta_critical / V_critical)
critical_peaks = [exact_amplitude(r_critical, V_critical + delta_critical, s)
                  for s in (1, -1)]
for s, peak in zip((1, -1), critical_peaks):
    assert abs(s * peak / critical_law - 1) < 0.05


# ---------- time-dependent full fluid equations, four pulses at once -------
def pulse_survival(delta, sigma, duration=600.0, dt=0.5, length=240.0,
                   points=256):
    """Height kept by KdV solitons and by the same pulses reversed in sign.

    Ion pressure keeps the counter-streaming ions stable; a smooth filter
    removes only waves much shorter than the pulses.
    """
    r = np.array([0.1, 0.1, 0.5, 0.5])[:, None]
    flip = np.array([1, -1, 1, -1])[:, None]
    V, A, B = kdv_coefficients(r, sigma)
    Q = V**2 - 3 * sigma
    W = 2 * np.sqrt(B / delta)
    x = np.arange(points) * length / points - length / 2
    k = 2 * np.pi * np.fft.rfftfreq(points, length / points)
    derivative = 1j * k * (k < 2 * k[-1] / 3)
    smoothing = np.exp(-36 * (k / k[-1])**8)

    # fields of a right-going pulse, correct to second order for either sign
    shape = 1 / np.cosh(x / W)**2
    height = flip * 3 * delta / A
    phi = height * shape
    phi_xx = height * (4 * shape - 6 * shape**2) / W**2
    slow_change = -(A * phi**2 / 2 + B * phi_xx)
    fields = []
    for charge, background in ((1, 1), (-1, r)):
        n = (ion_density(phi, charge, V**2, sigma)
             + charge * 2 * V * slow_change / Q**2)
        u = (V * (n - 1) - charge * slow_change / Q) / n
        fields += [background * n, u]
    state = np.array(fields)

    def potential(y, guess, iterations):
        for _ in range(iterations):
            source = y[0] - y[2] - (1 - r) * (np.exp(guess) - guess)
            guess = np.fft.irfft(np.fft.rfft(source) / (k**2 + 1 - r),
                                 n=points)
        return guess

    def rate(y, guess):
        pot = potential(y, guess, 5)
        flux = np.array([
            y[0] * y[1], y[1]**2 / 2 + pot + 1.5 * sigma * y[0]**2,
            y[2] * y[3], y[3]**2 / 2 - pot + 1.5 * sigma * (y[2] / r)**2])
        return -np.fft.irfft(derivative * np.fft.rfft(flux), n=points), pot

    phi = potential(state, phi, 40)
    start = np.max(np.abs(phi), axis=1)
    for _ in range(int(round(duration / dt))):
        k1, phi = rate(state, phi)
        k2, phi = rate(state + dt / 2 * k1, phi)
        k3, phi = rate(state + dt / 2 * k2, phi)
        k4, phi = rate(state + dt * k3, phi)
        state = state + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        state = np.fft.irfft(smoothing * np.fft.rfft(state), n=points)
    phi = potential(state, phi, 40)
    return np.max(np.abs(phi), axis=1) / start


# ---------- worked example: round reactor parameters ----------
e = const.e
Te_eV, Ti_eV, gas_K = 3.0, 0.1, 600.0
density = 1e16
mass_u = 80.0
pressure_mTorr = 1.0
cross_section = 1e-18
delta = 0.04
mass = mass_u * const.atomic_mass
sound_speed = np.sqrt(Te_eV * e / mass)
debye = np.sqrt(const.epsilon_0 * Te_eV / (density * e))
sigma = Ti_eV / Te_eV

survival = pulse_survival(delta, sigma)
assert np.all(np.isfinite(survival))
assert np.all(survival[[0, 2]] > 0.85) and np.all(survival[[0, 2]] < 1.2)
assert np.all(survival[[1, 3]] < 0.8)

r_warm = critical_ratio(sigma=sigma)
Q = (1 + r_warm) / (1 - r_warm)
assert abs(Q**3 - 3 * (Q + 4 * sigma)) < 1e-3
r_mass = critical_ratio(mass_ratio=1.05)

gas_density = pressure_mTorr * 1e-3 * const.torr / (const.k * gas_K)
relative_speed = np.sqrt(8 * (Ti_eV * e + const.k * gas_K) / (np.pi * mass))
neutral_rate = gas_density * cross_section * relative_speed

# ion-ion friction at small drift: an upper bound, since it falls with drift
coulomb = e**2 / (4 * np.pi * const.epsilon_0)
log_lambda = np.log(debye / (coulomb / (3 * Ti_eV * e)))
spread = np.sqrt(2 * Ti_eV * e / mass)
mean_inverse_speed = quad(
    lambda v: 4 * np.pi * v * np.exp(-v**2 / 2) / (2 * np.pi)**1.5, 0, 12)[0]
friction_rate = (density / mass * 4 * np.pi * log_lambda * coulomb**2
                 / (mass / 2) * mean_inverse_speed / (3 * spread**3))


def kinetic_speed(r):
    """Complex long-wave phase speed with Maxwellian ions and electrons."""
    electron_spread = np.sqrt(mass / const.m_e)

    def response(z):
        return 1 + z * 1j * np.sqrt(np.pi) * wofz(z)

    def dispersion(v):
        return ((1 - r) * response(v / (np.sqrt(2) * electron_spread))
                + (1 + r) / sigma * response(v / np.sqrt(2 * sigma)))
    guess = np.sqrt((1 + r) / (1 - r) + 3 * sigma)
    return newton(dispersion, guess - 0.001j, x1=guess - 0.003j,
                  tol=1e-11, maxiter=100)


print(f"critical ratio 2-sqrt(3): {r_critical:.6f}")
print(f"critical ratio from full charge density: {r_numeric:.6f}")
print(f"acoustic speed at critical ratio: {V_critical:.4f} c_s")
print(f"critical pulses, excess speed {delta_critical:.0e} c_s: "
      f"{critical_peaks[0]:.5f}, {critical_peaks[1]:.5f} Te/e")
print(f"square-root law for them: +/-{critical_law:.5f} Te/e")
print(f"electron temperature: {Te_eV:.1f} eV")
print(f"ion temperature: {Ti_eV:.2f} eV")
print(f"positive-ion density: {density*1e-6:.1e} cm^-3")
print(f"ion mass: {mass_u:.0f} u")
print(f"gas pressure: {pressure_mTorr:.1f} mTorr at {gas_K:.0f} K")
print(f"ion-neutral cross section (rough): {cross_section*1e4:.0e} cm^2")
print(f"speed unit c_s: {sound_speed*1e-3:.3f} km/s")
print(f"length unit lambda: {debye*1e3:.4f} mm")
print(f"excess speed of example pulses: {delta:.2f} c_s")
print(f"critical ratio with warm ions: {r_warm:.4f}")
print(f"critical ratio, negative ion 5% heavier: {r_mass:.4f}")
print(f"neutral drag rate: {neutral_rate:.2e} s^-1")
print(f"ion-ion friction rate at small drift: {friction_rate:.2e} s^-1")

for index, r in enumerate((0.1, 0.5)):
    V, A, B = kdv_coefficients(r)
    M = V + delta
    sign = np.sign(A)
    kdv_peak = 3 * delta / A
    peak = exact_amplitude(r, M, sign)
    opposite = exact_amplitude(r, M, -sign)
    opposite_slow = exact_amplitude(r, V + 0.001, -sign)
    assert abs(opposite) > abs(peak) and abs(opposite_slow) > 0.3
    W = 2 * np.sqrt(B / delta)
    fwhm = exact_fwhm(r, M, peak)
    nonlinear_time = W * debye / (delta * sound_speed)
    landau = -kinetic_speed(r).imag
    landau_estimate = V**2 * np.sqrt(np.pi / 8 * const.m_e / mass)
    assert abs(landau / landau_estimate - 1) < 0.15
    ion_loss = 4 * r * friction_rate / (1 + r)
    plus_change = 1 / np.sqrt(1 - 2 * peak / M**2) - 1
    minus_change = 1 / np.sqrt(1 + 2 * peak / M**2) - 1
    drift = M * abs(np.sqrt(1 + 2 * peak / M**2)
                    - np.sqrt(1 - 2 * peak / M**2))
    for k in (0.5, 1.0, 2.0):
        assert streaming_growth(k, r, drift, 0.0) > 0.01
        assert streaming_growth(k, r, drift, sigma) < 1e-6
    foldings = streaming_growth(1.0, r, drift, 0.0) * fwhm / M
    print(f"r = {r:.1f}: V = {V:.4f} c_s, A = {A:.4f}, B = {B:.4f}")
    print(f"  pulse speed: {M*sound_speed*1e-3:.3f} km/s")
    print(f"  KdV peak: {kdv_peak:.4f} Te/e = {kdv_peak*Te_eV:.3f} V")
    print(f"  exact cold-fluid peak: {peak:.4f} Te/e = {peak*Te_eV:.3f} V")
    print(f"  KdV full width at half maximum: "
          f"{SECH2_FWHM*W*debye*1e3:.3f} mm")
    print(f"  exact full width at half maximum: {fwhm*debye*1e3:.3f} mm")
    print(f"  peak density change of +ions, -ions, electrons: "
          f"{100*plus_change:.1f}, {100*minus_change:.1f}, "
          f"{100*np.expm1(peak):.1f} %")
    print(f"  opposite-sign exact peak: {opposite:.4f} Te/e")
    print(f"  same at excess speed 0.001 c_s: {opposite_slow:.4f} Te/e")
    print(f"  warm-ion simulation, height kept, KdV / reversed sign: "
          f"{survival[2*index]:.3f} / {survival[2*index+1]:.3f}")
    print(f"  nonlinear time W/(excess speed): {nonlinear_time*1e6:.1f} us")
    print(f"  neutral energy-loss rate x that time: "
          f"{neutral_rate*nonlinear_time:.3f}")
    print(f"  ion-ion energy-loss rate x that time (bound): "
          f"{ion_loss*nonlinear_time:.3f}")
    print(f"  Landau damping speed / excess speed: {landau/delta:.3f}")
    print(f"  peak ion drift: {drift:.3f} c_s; cold streaming growth at "
          f"k lambda = 1: {foldings:.2f} e-foldings per transit")

# electrons trapped in the positive pulse with a flat distribution
V, A, B = kdv_coefficients(0.1)
trap = exact_amplitude(0.1, V + delta, 1)
edge = np.sqrt(2 * trap)
free_part = quad(lambda v: np.exp(trap - v**2 / 2), edge, 12)[0]
flat_density = 2 * (free_part + edge) / np.sqrt(2 * np.pi)
deficit = np.exp(trap) - flat_density
leading = 4 / (3 * np.sqrt(np.pi)) * trap**1.5
assert abs(deficit / leading - 1) < 0.2
print(f"flat-trap electron deficit at r=0.1 peak: {deficit:.4f} of n_e0")
print(f"quadratic Boltzmann term there: {trap**2/2:.4f} of n_e0")
print("finished without a failed check")
```

Output:

```
critical ratio 2-sqrt(3): 0.267949
critical ratio from full charge density: 0.267949
acoustic speed at critical ratio: 1.3161 c_s
critical pulses, excess speed 1e-04 c_s: 0.02138, -0.02132 Te/e
square-root law for them: +/-0.02135 Te/e
electron temperature: 3.0 eV
ion temperature: 0.10 eV
positive-ion density: 1.0e+10 cm^-3
ion mass: 80 u
gas pressure: 1.0 mTorr at 600 K
ion-neutral cross section (rough): 1e-14 cm^2
speed unit c_s: 1.902 km/s
length unit lambda: 0.1288 mm
excess speed of example pulses: 0.04 c_s
critical ratio with warm ions: 0.2845
critical ratio, negative ion 5% heavier: 0.2811
neutral drag rate: 1.10e+04 s^-1
ion-ion friction rate at small drift: 1.74e+04 s^-1
r = 0.1: V = 1.1055 c_s, A = 0.5573, B = 0.6142
  pulse speed: 2.179 km/s
  KdV peak: 0.2153 Te/e = 0.646 V
  exact cold-fluid peak: 0.1809 Te/e = 0.543 V
  KdV full width at half maximum: 1.779 mm
  exact full width at half maximum: 1.584 mm
  peak density change of +ions, -ions, electrons: 17.5, -11.5, 19.8 %
  opposite-sign exact peak: -0.6272 Te/e
  same at excess speed 0.001 c_s: -0.5328 Te/e
  warm-ion simulation, height kept, KdV / reversed sign: 1.137 / 0.435
  nonlinear time W/(excess speed): 13.3 us
  neutral energy-loss rate x that time: 0.146
  ion-ion energy-loss rate x that time (bound): 0.084
  Landau damping speed / excess speed: 0.050
  peak ion drift: 0.319 c_s; cold streaming growth at k lambda = 1: 1.00 e-foldings per transit
r = 0.5: V = 1.7321 c_s, A = -0.5774, B = 1.7321
  pulse speed: 3.371 km/s
  KdV peak: -0.2078 Te/e = -0.624 V
  exact cold-fluid peak: -0.1867 Te/e = -0.560 V
  KdV full width at half maximum: 2.987 mm
  exact full width at half maximum: 3.002 mm
  peak density change of +ions, -ions, electrons: -5.5, 6.5, -17.0 %
  opposite-sign exact peak: 1.4147 Te/e
  same at excess speed 0.001 c_s: 1.2573 Te/e
  warm-ion simulation, height kept, KdV / reversed sign: 1.043 / 0.627
  nonlinear time W/(excess speed): 22.3 us
  neutral energy-loss rate x that time: 0.245
  ion-ion energy-loss rate x that time (bound): 0.515
  Landau damping speed / excess speed: 0.123
  peak ion drift: 0.211 c_s; cold streaming growth at k lambda = 1: 1.29 e-foldings per transit
flat-trap electron deficit at r=0.1 peak: 0.0623 of n_e0
quadratic Boltzmann term there: 0.0164 of n_e0
finished without a failed check
```
